# Thermal Healing Length of a Silicon Film on Oxide: verification in Python

```python
"""Thermal healing length of a thin silicon film on oxide.

Result under test: in the fin model the film's temperature rise decays as
exp(-|x|/L) with L = sqrt(k_film * t_film * t_oxide / k_oxide).
Symbols: k = thermal conductivity (W/mK), t = thickness (nm),
x = distance along the film, y = depth below the film's top surface (nm),
line_power = heat released per unit device width (W/m), q = decay rate (1/nm).
The top is insulated and the oxide bottom is at the substrate temperature.
"""
import numpy as np
from scipy.linalg import eigh, solve_banded
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq

k_film, t_film = 30.0, 20.0
k_oxide, t_oxide = 1.4, 100.0
line_power = 100.0


def healing_length(k_f):
    return np.sqrt(k_f * t_film * t_oxide / k_oxide)


def discrete_film(dx=2.0, length=4000.0):
    """Heat balance of film slices; half of the power enters at x = 0."""
    n = int(round(length / dx)) + 1
    along = k_film * t_film / dx
    down = k_oxide * dx / t_oxide
    bands = np.zeros((3, n))
    bands[0, 1:] = -along
    bands[2, :-1] = -along
    bands[1, :] = 2 * along + down
    bands[1, 0] = bands[1, -1] = along + down / 2
    source = np.zeros(n)
    source[0] = line_power / 2
    return dx * np.arange(n), solve_banded((1, 1), bands, source)


def layer_modes(k_f, dy=0.5):
    """Two-dimensional decaying modes from finite volumes across the layers."""
    n_film = int(round(t_film / dy))
    n = n_film + int(round(t_oxide / dy))
    k = np.where(np.arange(n) < n_film, k_f, k_oxide)
    face = 2 * k[:-1] * k[1:] / (k[:-1] + k[1:]) / dy
    diagonal = np.zeros(n)
    diagonal[:-1] += face
    diagonal[1:] += face
    diagonal[-1] += 2 * k[-1] / dy      # half cell down to the substrate
    matrix = np.diag(diagonal) - np.diag(face, 1) - np.diag(face, -1)
    q_squared, modes = eigh(matrix, np.diag(k * dy))
    return np.sqrt(q_squared), modes, n_film, dy


def mode_condition_length(k_f):
    """Decay length from the matching condition of the two layers."""
    def mismatch(q):
        return np.tan(q * t_film) * np.tan(q * t_oxide) - k_oxide / k_f
    return 1 / brentq(mismatch, 1e-7, 0.45 * np.pi / t_oxide, xtol=1e-15)


# Fin model: formulas against the discrete heat balance
L = healing_length(k_film)
peak = line_power * L / (2 * k_film * t_film)
share = 1 - np.exp(-1)
x, rise = discrete_film()
distance_e = np.interp(1.0, -np.log(rise / rise[0]), x)
heat_down = cumulative_trapezoid(k_oxide * rise / t_oxide, x, initial=0)
share_numeric = np.interp(L, x, heat_down) / (line_power / 2)
assert abs(distance_e / L - 1) < 1e-4
assert abs(rise[0] / peak - 1) < 1e-4
assert abs(share_numeric / share - 1) < 1e-4
assert abs(L - 207) < 0.5

# Two-dimensional conduction in both layers
q, modes, n_film, dy = layer_modes(k_film)
length_2d = 1 / q[0]
length_condition = mode_condition_length(k_film)
length_expansion = np.sqrt(L**2 + (t_film**2 + t_oxide**2) / 3)
assert abs(length_2d / length_condition - 1) < 1e-4
# the omitted next order is about one percent of the correction
correction = length_2d**2 - L**2
assert abs(correction / ((t_film**2 + t_oxide**2) / 3) - 1) < 0.02
assert 1.0 < length_2d / L < 1.05

# Temperature drop across the film in the slowest mode
resistance_ratio = (t_film / k_film) / (t_oxide / k_oxide)
slow = modes[:, 0]
interface = (k_film * slow[n_film - 1] + k_oxide * slow[n_film]) / (
    k_film + k_oxide)
film_drop = 1 - interface / slow[0]
# B/2 is a leading-order estimate; sideways flow changes it by several percent
assert abs(film_drop / (resistance_ratio / 2) - 1) < 0.12

# Mean film rise at the source, with the power spread evenly through the film
overlap = modes[:n_film, :].sum(axis=0) * dy / t_film
peak_2d = line_power * np.sum(overlap**2 / (2 * q))
assert 0.9 * peak < peak_2d < peak

# Fin model becomes accurate when the healing length far exceeds the oxide
k_high = 100 * k_film
L_high = healing_length(k_high)
length_high = 1 / layer_modes(k_high)[0][0]
assert abs(length_high / L_high - 1) < 1e-3

print(f"Film thickness: {t_film:.0f} nm")
print(f"Film conductivity: {k_film:.0f} W/mK")
print(f"Oxide thickness: {t_oxide:.0f} nm")
print(f"Oxide conductivity: {k_oxide:.1f} W/mK")
print(f"Line power: {line_power:.0f} W/m")
print(f"Healing length squared, fin model: {L**2:.0f} nm^2")
print(f"Healing length, fin model: {L:.1f} nm")
print(f"1/e distance, discrete heat balance: {distance_e:.1f} nm")
print(f"Healing length / oxide thickness: {L / t_oxide:.2f}")
print(f"Peak rise, fin model: {peak:.2f} K")
print(f"Peak rise, discrete heat balance: {rise[0]:.2f} K")
print(f"Heat entering oxide within L, formula: {100 * share:.1f} %")
print(f"Heat entering oxide within L, discrete: {100 * share_numeric:.1f} %")
print(f"Film/oxide vertical resistance ratio B: {resistance_ratio:.5f}")
print(f"Estimated drop across film, B/2: {50 * resistance_ratio:.2f} %")
print(f"Drop across film, 2D slowest mode: {100 * film_drop:.2f} %")
print(f"Decay length, 2D finite volumes: {length_2d:.1f} nm")
print(f"Decay length, 2D mode condition: {length_condition:.1f} nm")
print(f"Decay length, 2D expansion: {length_expansion:.1f} nm")
print(f"2D decay length above fin value: {100 * (length_2d / L - 1):.1f} %")
print(f"Mean film rise at source, 2D: {peak_2d:.2f} K")
print(f"Fin peak above 2D peak: {100 * (peak / peak_2d - 1):.1f} %")
print(f"High-conductivity test film: {k_high:.0f} W/mK")
print(f"Its healing length, fin model: {L_high:.1f} nm")
print(f"Its decay length, 2D: {length_high:.1f} nm")
print("PASS")
```

It prints:

```
Film thickness: 20 nm
Film conductivity: 30 W/mK
Oxide thickness: 100 nm
Oxide conductivity: 1.4 W/mK
Line power: 100 W/m
Healing length squared, fin model: 42857 nm^2
Healing length, fin model: 207.0 nm
1/e distance, discrete heat balance: 207.0 nm
Healing length / oxide thickness: 2.07
Peak rise, fin model: 17.25 K
Peak rise, discrete heat balance: 17.25 K
Heat entering oxide within L, formula: 63.2 %
Heat entering oxide within L, discrete: 63.2 %
Film/oxide vertical resistance ratio B: 0.00933
Estimated drop across film, B/2: 0.47 %
Drop across film, 2D slowest mode: 0.43 %
Decay length, 2D finite volumes: 215.3 nm
Decay length, 2D mode condition: 215.3 nm
Decay length, 2D expansion: 215.2 nm
2D decay length above fin value: 4.0 %
Mean film rise at source, 2D: 16.76 K
Fin peak above 2D peak: 2.9 %
High-conductivity test film: 3000 W/mK
Its healing length, fin model: 2070.2 nm
Its decay length, 2D: 2071.0 nm
PASS
```
